\section*{Moseley's Screening Constant Is Not the Remaining 1s Electron's Charge}

\section*{One nucleus, two screening constants}

Put two electrons around a chlorine nucleus, $Z=17$, and let one fall from 2p to 1s. The calculated nonrelativistic line energy is $2780.2$ eV. Add two 2s and five 2p spectators, so that the L shell is full before the jump, and the same jump gives $2624.0$ eV. Written as
\begin{equation}
E=\tfrac38 (Z-\sigma)^2\ \text{hartree},
\label{moseley}
\end{equation}
the two energies correspond to $\sigma=0.494$ and $\sigma=0.964$. In both cases one electron remains in the K shell during the jump. If its charge were what makes $\sigma$ close to one, the first ion should already show it.

The belief at issue is this: a K$\alpha$ photon is emitted when a 2p electron fills a 1s hole; the other 1s electron lies between the 2p electron and the nucleus and cancels one nuclear charge; hence $Z-1$. The picture is tempting because part of it is right. A 2p electron outside a 1s electron does feel a charge close to $Z-1$. But a line energy is a difference of two levels, and the screening of the lower one is quite different.

\section*{What the screening constant measures}

I use atomic units, a fixed point nucleus, no relativity, and a fixed number of electrons as $Z$ varies. Setting $\mathbf r=\boldsymbol\rho/Z$ multiplies the kinetic and nuclear terms by $Z^2$ and the electron repulsion by $Z$:
\begin{equation}
H=Z^2\Big(H_0+\frac1Z V\Big),\qquad V=\sum_{i<j}\frac1{\rho_{ij}} .
\end{equation}
At large $Z$, $V/Z$ is a perturbation on hydrogenic orbitals of unit nuclear charge, with energies $-\frac12$ (1s) and $-\frac18$ (2p). The line energy is therefore
\begin{equation}
E=\tfrac38Z^2-aZ+b+\dots,
\label{series}
\end{equation}
where $a$ is the mean repulsion after the jump minus that before it. Expanding (\ref{moseley}) gives the linear term $-\frac34\sigma Z$, so to first order
\begin{equation}
\sigma=\tfrac43a .
\label{sigma}
\end{equation}

Let $w(i,j)$ be the repulsion between electrons in orbitals $i$ and $j$. A spectator $j$ then contributes
\begin{equation}
\sigma_j=\tfrac43\,[\,w(1s,j)-w(2p,j)\,].
\label{share}
\end{equation}
Two limits show what this means. A unit charge sitting on the nucleus has $w=\langle1/r\rangle$, which is $1$ for 1s and $\frac14$ for 2p, so it contributes $\frac43(1-\frac14)=1$. A charge far outside both orbitals produces the same potential at each and contributes $0$. The belief treats the remaining 1s electron as the first kind of charge.

\section*{The remaining 1s electron}

The radial functions $P=rR$ are
\begin{equation}
P_{1s}=2re^{-r},\quad P_{2s}=\tfrac1{\sqrt2}\big(r-\tfrac{r^2}2\big)e^{-r/2},\quad P_{2p}=\tfrac{1}{2\sqrt6}\,r^2e^{-r/2}.
\end{equation}
The potential of a 1s cloud is the enclosed charge over $r$ plus the contribution of the outer part:
\begin{align}
v_{1s}(r)&=\frac1r\Big[1-\int_r^\infty\!4s^2e^{-2s}ds\Big]+\int_r^\infty\!4s\,e^{-2s}ds\nonumber\\
&=\frac1r-e^{-2r}\Big(\frac1r+2+2r\Big)+e^{-2r}(1+2r)
=\frac1r-e^{-2r}\Big(1+\frac1r\Big).
\end{align}
Averaging with $\int_0^\infty r^ne^{-cr}dr=n!/c^{n+1}$ gives the direct repulsions
\begin{align}
F^0(1s,1s)&=1-4\Big(\frac{2}{64}+\frac1{16}\Big)=\frac58,\\
F^0(1s,2p)&=\frac14-\frac1{24}\Big(\frac{24}{243}+\frac{6}{81}\Big)=\frac14-\frac7{972}=\frac{59}{243}.
\end{align}
With these alone, $\sigma=\frac43(\frac58-\frac{59}{243})=0.510$. Compared with a charge on the nucleus, the lower level loses $\frac43(1-\frac58)=0.500$, while penetration by the 2p electron restores only $\frac43\cdot\frac7{972}=0.010$. The missing half comes from the final state, in which the two 1s electrons occupy the same cloud and neither is inside the other.

Exchange makes a small correction. The allowed line starts from the singlet 1s2p, whose spatial function is $[\phi_{1s}(1)\phi_{2p}(2)+\phi_{2p}(1)\phi_{1s}(2)]/\sqrt2$. Its mean repulsion is the direct integral plus the exchange integral $K$. The product of an s and a p function has only a dipole part, with angular factor $\frac{4\pi}{3}\cdot\frac1{4\pi}=\frac13$, so $K=\frac13G^1$. For any exchange density $q=P_iP_j$,
\begin{equation}
G^k=2\int_0^\infty\!dr\,q(r)\,r^k\int_r^\infty\!ds\,\frac{q(s)}{s^{k+1}},
\label{G}
\end{equation}
the factor 2 covering the two orderings of $r$ and $s$. Here $q=r^3e^{-3r/2}/\sqrt6$, and
\begin{equation}
G^1(1s,2p)=\frac13\int_0^\infty r^4e^{-3r}\Big(\frac{2r}3+\frac49\Big)dr=\frac13\Big(\frac{80}{729}+\frac{32}{729}\Big)=\frac{112}{2187}.
\end{equation}
Hence
\begin{equation}
\sigma=\frac43\Big(\frac58-\frac{59}{243}-\frac{112}{6561}\Big)=0.487 .
\label{he}
\end{equation}
No other odd singlet belongs to the 1s2s, 1s2p group, so degeneracy does not spoil this result. Two-electron configuration interaction, differentiated numerically with respect to $1/Z$, also gives $0.4868$. For the triplet $K$ changes sign and $\sigma=0.532$.

\section*{Where the $Z-1$ picture goes wrong}

Give each level its own constant. To first order, the energies needed to remove a 1s electron from $1s^2$ and the 2p electron from 1s2p are
\begin{align}
B_1&=\tfrac12Z^2-\tfrac58Z\simeq\tfrac12(Z-\sigma_1)^2,\\
B_2&=\tfrac18Z^2-\big(F^0+\tfrac13G^1\big)Z\simeq\tfrac18(Z-\sigma_2)^2 .
\end{align}
The linear terms give $\sigma_1=\frac58$ and $\sigma_2=4(F^0+\frac13G^1)=1.04$. Both removals leave the same 1s ion, so $E=B_1-B_2$. Its linear term is $-(\sigma_1-\frac14\sigma_2)Z$, which must equal $-\frac34\sigma Z$:
\begin{equation}
\sigma=\frac{4\sigma_1-\sigma_2}{3}=\frac{2.5-1.04}{3}=0.49 .
\end{equation}
The 2p electron is indeed screened by about one unit. The minus sign shows what follows: screening the upper level raises it, lengthens the drop and \emph{lowers} the $\sigma$ of the line. To obtain $\sigma=1$ with $\sigma_2=1$, the 1s level would also need $\sigma_1=1$.

\section*{What a full L shell adds}

Now let the jump be $1s\,2s^22p^6\to1s^22s^22p^5$. Each state is a closed ten-electron shell with one electron removed. The 2s and 2p orbitals are degenerate at zeroth order, but this causes no mixing within the L shell: the initial state has a full L shell, and the only configuration degenerate with the final one, $1s^22s\,2p^6$, has the opposite parity. The initial state also lies in the continuum reached by Auger decay; coupling to it affects the energy only beyond first order and is left out here. If $U_i$ is the repulsion between one electron in orbital $i$ and the other nine, then $a=U_{1s}-U_{2p}$. Exchange acts between parallel spins, which is half the electrons of another closed subshell, so
\begin{equation}
w(1s,2s)=F^0-\tfrac12G^0,\qquad w(ns,2p)=F^0-\tfrac16G^1 .
\end{equation}

Within 2p, a given electron has direct repulsion $6F^0$ with the spherical full subshell, itself included. The exchange sum over the three parallel orbitals removes the self-term. It contains $\sum_m\phi_m(1)\phi_m(2)\propto\frac3{4\pi}P_1(\cos\gamma)$, multiplied by the terms $P_k(\cos\gamma)$ of the repulsion. Only the $P_1$ part of each product survives integration with a p function. Since $P_1P_0=P_1$, $P_1P_1$ has no $P_1$ part, and $P_1P_2=\frac25P_1+\frac35P_3$, the sum is $F^0+\frac25F^2$. The repulsion with the other five is $5F^0-\frac25F^2$, or $w(2p,2p)=F^0-\frac2{25}F^2$ for each. Then
\begin{align}
a&=[w(1s,1s)+2w(1s,2s)+6w(1s,2p)]\nonumber\\
&\quad-[2w(1s,2p)+2w(2s,2p)+5w(2p,2p)]\nonumber\\
&=[w(1s,1s)-w(1s,2p)]+2[w(1s,2s)-w(2s,2p)]\nonumber\\
&\quad+5[w(1s,2p)-w(2p,2p)].
\label{aL}
\end{align}
The three brackets belong to the one 1s, two 2s and five 2p spectators.

The remaining direct integrals use $v_{1s}$ and the potential of a 2p cloud, found in the same way:
\begin{align}
v_{2p}&=\frac1r-e^{-r}\Big(\frac1r+1+\frac r2+\frac{r^2}6+\frac{r^3}{24}\Big)
+e^{-r}\Big(\frac14+\frac r4+\frac{r^2}8+\frac{r^3}{24}\Big)\nonumber\\
&=\frac1r-e^{-r}\Big(\frac1r+\frac34+\frac r4+\frac{r^2}{24}\Big).
\end{align}
Averaging over $P_{2s}^2=\frac12(r^2-r^3+\frac14r^4)e^{-r}$ and $P_{2p}^2=\frac1{24}r^4e^{-r}$, both with $\langle1/r\rangle=\frac14$, gives
\begin{align}
F^0(1s,2s)&=\tfrac14-\big(\tfrac1{81}+\tfrac1{36}\big)=\tfrac{17}{81},\\
F^0(2s,2p)&=\tfrac14-\tfrac{45}{512}=\tfrac{83}{512},\\
F^0(2p,2p)&=\tfrac14-\tfrac1{24}\big(\tfrac38+\tfrac9{16}+\tfrac{15}{32}+\tfrac{15}{64}\big)=\tfrac{93}{512}.
\end{align}
Equation (\ref{G}), with $q=P_{2p}^2$ in the case of $F^2$, supplies the rest:
\begin{align}
G^0(1s,2s)&=4\!\int_0^\infty\!\Big(r^2-\frac{r^3}2\Big)\Big(\frac4{27}+\frac{2r}9-\frac{r^2}3\Big)e^{-3r}dr=\frac{16}{729},\\
G^1(2s,2p)&=\frac1{24}\int_0^\infty\!\Big(r^4-\frac{r^5}2\Big)\Big(-\frac{r^2}2\Big)e^{-2r}dr=\frac{45}{512},\\
F^2(2p,2p)&=\frac1{288}\int_0^\infty\! r^6(r+1)e^{-2r}dr=\frac{45}{512}.
\end{align}
The averages are $w(1s,2s)=0.1989$, $w(1s,2p)=0.2343$, $w(2s,2p)=0.1475$ and $w(2p,2p)=0.1746$. From (\ref{sigma}) and (\ref{aL}),
\begin{equation}
\sigma=\underbrace{0.521}_{\text{one }1s}+\underbrace{0.137}_{\text{two }2s}+\underbrace{0.398}_{\text{five }2p}=1.056 .
\end{equation}
The K electron's share is $0.521$ rather than $0.487$ because its spin is no longer coupled to the jumping electron as a pure singlet; $0.521$ is the average of one singlet and three triplet values. The L electrons supply $0.535$, slightly more than half. Individually they are weak screeners: each 2p spectator adds about $0.08$, but there are five. Repulsion energies of explicit determinants confirm the total.

\section*{Chlorine, read with care}

At finite $Z$, the $\sigma$ extracted from (\ref{moseley}) also contains higher orders. Inserting (\ref{series}) and expanding the square root to second order,
\begin{equation}
\sigma(Z)=Z-\sqrt{\tfrac83E}\simeq\tfrac43a+\frac1Z\Big[\frac12\Big(\frac{4a}3\Big)^2-\frac{4b}3\Big].
\end{equation}
The combination $2\sigma(2Z)-\sigma(Z)$ removes the $1/Z$ term. Nonrelativistic Hartree--Fock energies of nine-electron ions give $1.0358$ at $Z=68$ and $1.0460$ at $Z=136$, which extrapolate to $1.056$, the first-order value. The fourth decimal of the two finite-$Z$ values depends on the basis: a finer and more diffuse set with d and f functions lowers them by $0.0004$ and $0.0002$ and leaves the extrapolated $1.056$ unchanged. These large charges test the limit of the nonrelativistic model; they do not describe real heavy ions.

For chlorine, $\sigma=1$ corresponds to $2612.3$ eV, that is, to $(17-1)^2=256$. The two-electron energy therefore gives
\begin{equation}
\sigma=17-16\sqrt{\frac{2780.2}{2612.3}}=17-16.506=0.494,
\end{equation}
close to the first-order $0.487$. The nine-electron energy gives $17-16\sqrt{2624.0/2612.3}=0.964$, an increase of $0.470$. First order predicts an increase of $1.056-0.487=0.569$, so higher orders matter here. The comparison is also slightly uneven: the two-electron value includes correlation, within s, p and d functions, and the nine-electron value is a difference of unrestricted Hartree--Fock energies in s and p functions only. Because the 2p hole is not spherical, adding d and f functions raises that line by about $0.16$ eV, which lowers $\sigma$ by $0.0005$.

Adding filled 3s and 3p subshells, as after removal of a 1s electron from Cl$^-$, lowers the line to $2613.5$ eV and raises $\sigma$ by $0.032$ to $0.996$ (d and f functions raise this line by about $0.2$ eV and leave these three decimals unchanged). The change is small because the self-consistent 3s and 3p charge lies mostly outside both orbitals, where its potential is nearly the same for 1s and 2p. Hydrogenic 3s and 3p orbitals of the bare nucleus lie much closer in, so (\ref{share}) evaluated with them would greatly exaggerate the effect. I do not give a first-order value for this case, because 3s, 3p and 3d are degenerate at zeroth order and their configurations mix.

The closeness of $0.996$ to one should not be taken as a law. Spin-free relativity, included only in the one-electron terms, raises the calculated line by $10.0$ eV and brings $\sigma$ down to $0.966$ ($0.965$ with d and f functions), undoing nearly all that the M shell added. Relativistic corrections to the electron repulsion, spin--orbit splitting, correlation in the larger ions and the chemical surroundings are still left out. Nor is a $\sigma$ fitted across neutral atoms the coefficient derived here, since there the number of electrons changes with $Z$. Built up ion by ion, the value near one is a sum: $0.494$ with only the remaining 1s electron present, $0.470$ added by the L shell, and small corrections of either sign. The numerical output below lists the separate contributions.

\section*{Calculated quantities}
\begin{verbatim}
Radial integrals at nuclear charge 1 (hartree)
F0(1s,1s): 0.62500 hartree = 5/8
F0(1s,2s): 0.20988 hartree = 17/81
G0(1s,2s): 0.02195 hartree = 16/729
F0(1s,2p): 0.24280 hartree = 59/243
G1(1s,2p): 0.05121 hartree = 112/2187
F0(2s,2p): 0.16211 hartree = 83/512
G1(2s,2p): 0.08789 hartree = 45/512
F0(2p,2p): 0.18164 hartree = 93/512
F2(2p,2p): 0.08789 hartree = 45/512
First-order screening constants (dimensionless)
unit charge at the nucleus, numerical: 1.0000 
1s spectator, direct repulsion only: 0.5096  = 743/1458
helium-like singlet line: 0.4868  = 19165/39366
helium-like triplet line: 0.5324  = 20957/39366
level constant of 1s in 1s2: 0.6250  = 5/8
level constant of 2p in 1s2p singlet: 1.0395  = 6820/6561
singlet line from configuration interaction: 0.4868 
triplet line from configuration interaction: 0.5324 
full L shell: share of one 1s electron: 0.5210  = 20509/39366
full L shell: share of two 2s electrons: 0.1372  = 38401/279936
full L shell: share of five 2p electrons: 0.3977  = 1001953/2519424
full L shell: share of all L electrons: 0.5349  = 673781/1259712
full L shell: total: 1.0559  = 1330069/1259712
full L shell: total from determinants: 1.0560 
Nine-electron ions, self-consistent, nonrelativistic
sigma at Z = 68: 1.0358 
sigma at Z = 136: 1.0460 
sigma extrapolated to infinite Z: 1.0561 
Chlorine, Z = 17
line energy, sigma set to 1: 2612.3 eV
2 electrons, line energy: 2780.2 eV
2 electrons, sigma: 0.494 
9 electrons, line energy: 2624.0 eV
9 electrons, sigma: 0.964 
17 electrons, line energy: 2613.5 eV
17 electrons, sigma: 0.996 
17 electrons, spin-free relativistic, line energy: 2623.5 eV
17 electrons, spin-free relativistic, sigma: 0.966 
added by the L electrons: 0.470 
added by the M electrons: 0.032
\end{verbatim}
